# The McIver–Stanton Rule for Transition Vectors at Index-One Saddles

Suppose that a search for a transition state ends at a highly symmetric structure whose imaginary frequency belongs to a degenerate pair of modes. If this structure is accepted, the reaction coordinate has no definite direction, since every direction in a plane is equally unstable. Transition-state theory then fails too: it sets aside one unstable coordinate and treats the remaining vibrations as stable, but one of those has an imaginary frequency. The McIver–Stanton rule excludes such a structure on symmetry grounds, without following any path.

## Setting and statement

Let $V(R)$ be the adiabatic energy of $N$ nuclei at distinct positions, and let $R_0$ be a stationary point, $\nabla V(R_0)=0$. A displacement $x$ has $3N$ Cartesian components. Assume that $V$ is twice continuously differentiable near $R_0$. Then

$$V(R_0+x)=V(R_0)+\tfrac12x^{T}Hx+o(|x|^2),\qquad H_{ab}=\frac{\partial^2V}{\partial x_a\partial x_b}\bigg|_{R_0}. \tag{1}$$

Let $M$ be the diagonal matrix of nuclear masses, each repeated three times. With $q=M^{1/2}x$, the quadratic energy is $\frac12q^TWq$, where

$$W=M^{-1/2}HM^{-1/2},\qquad Wv=\lambda v,\qquad |v|=1. \tag{2}$$

The eigenvalue $\lambda$ is a squared angular frequency. A negative $\lambda$ is reported below as a negative wavenumber of magnitude $\sqrt{|\lambda|}/(2\pi c)$.

Rigid translations and rotations carry $R_0$ into other stationary points. Differentiating the vanishing gradient along such a motion gives $Hr=0$ for its tangent $r$, so rigid motions contribute zero eigenvalues. The index is the number of negative eigenvalues, counted with multiplicity. At an index-one saddle the single eigenvector $v$ with $\lambda<0$ is the transition vector.

The point group $G$ consists of the rotations, the reflections and the products of these that carry the framework $R_0$ into itself while permuting nuclei of equal charge and mass. The claim is that, at an index-one saddle, every $g\in G$ multiplies $v$ by $+1$ or $-1$. Hence $v$ spans a one-dimensional real representation and has no component in a degenerate one.

## Why the electronic state must be nondegenerate

The proof needs the Hessian to exist. For a finite electronic matrix $h(R)$ with smooth elements, the energy solves $P(E,R)=\det[h(R)-E\,I]=0$. At a nondegenerate eigenvalue the root is simple, so $\partial P/\partial E\ne0$, and the implicit function theorem gives a smooth $E(R)$. At a degenerate root this derivative vanishes and the argument is lost. For the full electronic problem, smoothness near an isolated nondegenerate state is part of the hypothesis here.

A Jahn–Teller model shows how the hypothesis can fail. Let $x,y$ now be two degenerate vibrational coordinates, with $\rho^2=x^2+y^2$. Take two electronic states with matrix

$$h=\tfrac12K\rho^2I+\begin{pmatrix}a&b\\b&-a\end{pmatrix},\quad a=Fx+G(x^2-y^2),\quad b=Fy-2Gxy. \tag{3}$$

Here $K$, $F$ and $G$ are positive constants with $K>2G$ (this $G$ is a coupling, not the group). The eigenvalues of the second matrix are $\pm\sqrt{a^2+b^2}$, so the lower sheet is $V_-=\frac12K\rho^2-\sqrt{a^2+b^2}$. On the line $y=0$ the root is $|Fx+Gx^2|$. For $0<h<F/G$, with $h$ now a step length, its values at $\pm h$ add to $(Fh+Gh^2)+(Fh-Gh^2)=2Fh$. Therefore

$$\frac{V_-(h,0)+V_-(-h,0)-2V_-(0,0)}{h^2}=K-\frac{2F}{h}. \tag{4}$$

For $K=10$ eV/Å$^2$ and $F=1$ eV/Å this is $-190$ eV/Å$^2$ at $h=0.01$ Å and $-1990$ eV/Å$^2$ at $h=0.001$ Å. It has no limit. The apex is a cusp, not a stationary point with a very negative curvature, and the rule says nothing about it.

## The symmetry of the Hessian

Let $O_g$ be the $3\times3$ orthogonal matrix of $g$. It sends the position of nucleus $i$ to that of an equivalent nucleus $\pi(i)$. Displacements must be carried along in the same way:

$$[D(g)x]_{\pi(i)}=O_gx_i. \tag{5}$$

This matrix permutes three-component blocks and applies an orthogonal matrix to each. It therefore preserves lengths, and $D^TD=I$. Applying two operations in turn multiplies the matrices, so $D$ is a real orthogonal representation of $G$.

The distorted framework $R_0+D(g)x$ is the framework $R_0+x$, rotated or reflected as a whole, with equivalent nuclei relabelled. Neither change affects the electronic energy in the absence of external fields:

$$V(R_0+D(g)x)=V(R_0+x). \tag{6}$$

Insert (1) on both sides, replace $x$ by $\epsilon x$, divide by $\epsilon^2$ and let $\epsilon\to0$. The result is $x^TD^THDx=x^THx$ for every $x$. Two symmetric matrices with the same quadratic form are equal, so

$$D^THD=H\quad\Longrightarrow\quad HD=DH, \tag{7}$$

where the second form follows on multiplying from the left by $D=(D^T)^{-1}$.

Equal masses are needed for the next step. From (5),

$$[MDx]_{\pi(i)}=m_{\pi(i)}O_gx_i=m_iO_gx_i=[DMx]_{\pi(i)}. \tag{8}$$

Thus $D$ commutes with $M$, and by the same calculation with $M^{-1/2}$. Moving $D$ through the three factors of $W$ gives

$$WD(g)=D(g)W. \tag{9}$$

## Proof of the rule

Apply (9) to the transition vector:

$$W[D(g)v]=D(g)Wv=\lambda[D(g)v]. \tag{10}$$

The image $D(g)v$ is an eigenvector with the same negative eigenvalue. Index one makes that eigenspace a line, so the image is a multiple of $v$. The multiplier is real because $D(g)$ and $v$ are real, and orthogonality preserves the length:

$$D(g)v=\chi(g)v,\qquad \chi(g)^2=1,\qquad \chi(g)=\pm1. \tag{11}$$

It remains to exclude a hidden component of $v$ in a degenerate representation. Split the displacement space into orthogonal irreducible real subspaces, and let $U$ be one of dimension $d\ge2$. The orthogonal projector $P_U$ commutes with every $D(g)$, because both $U$ and its orthogonal complement are invariant. Hence $D(g)P_Uv=\chi(g)P_Uv$. If $P_Uv$ were nonzero, it would span an invariant line inside $U$, contradicting irreducibility. So $P_Uv=0$ for every such $U$, which proves the rule.

The converse reading is useful in practice. If a nonzero vector in $U$ is an eigenvector with $\lambda<0$, all its images under $G$ share that eigenvalue. Their span is invariant and therefore equals $U$. The index is then at least $d$.

## Threefold axes and cyclic groups

Consider one degenerate pair $(x,y)$ on which a threefold operation acts as a rotation by $120^\circ$. Let $A$ be the symmetric $2\times2$ curvature matrix of the pair. It has a real eigenvector $e$ with eigenvalue $\kappa$. The rotated vector is also an eigenvector with eigenvalue $\kappa$, and it is not parallel to $e$. The two span the plane, so

$$A=\kappa I,\qquad V=V_0+\tfrac12\kappa(x^2+y^2)+\cdots. \tag{12}$$

For $\kappa>0$ the pair is stable, and for $\kappa<0$ it contributes two to the index. For $\kappa=0$ a cubic term such as $\rho^3\cos3\varphi$, with $\varphi$ the polar angle, can produce three valleys and three ridges. That point has no negative curvature in the pair, so it is not an index-one saddle through this pair either. No value of $\kappa$ gives one negative curvature.

This argument used no mirror plane or twofold axis. It therefore covers the cyclic group $C_3$, where the pair called $E$ splits over the complex numbers into characters $e^{\pm2\pi i/3}$. Each complex representation is one-dimensional, but a real displacement needs both. "Degenerate" in the rule refers to real representations.

A numerical test used 300 random symmetric $12\times12$ matrices, averaged over the $C_3$ rotations of a four-atom framework. In 167 of them the lowest eigenvalue was simple. Shifting the zero of curvature to lie midway between it and the next eigenvalue gave index one, and the threefold rotation left the eigenvector unchanged. In the other 133 the lowest eigenvalue was a pair, which no shift can turn into index one.

The sign $+1$ in the first group is general. If $g^n$ is the identity and $n$ is odd, then (11) gives

$$\chi(g)^n=1\quad\Longrightarrow\quad\chi(g)=+1. \tag{13}$$

## What the sign says about the path

Steepest descent in mass-weighted coordinates obeys $dq/d\tau=-\nabla_qV$, with $q$ measured from the saddle. The unstable-manifold theorem gives two descending branches at an index-one saddle, leaving along $+v$ and $-v$. Differentiating (6), written in mass-weighted coordinates, gives

$$\nabla_qV(Dq)=D\,\nabla_qV(q). \tag{14}$$

So $D$ maps a descent path to a descent path, with initial tangent $\pm v$ mapped to $\pm\chi v$. By uniqueness, $\chi=-1$ exchanges the branches and $\chi=+1$ maps each to itself.

In the second case each point of a branch is fixed. Its image lies on the same branch at the same energy, and the energy falls strictly along the branch, so the image is the point itself. The symmetry $g$ is then kept along the path. By (13), a threefold rotation cannot turn the reactant side of an index-one saddle into the product side. If the two sides lead to minima of different energy, no operation can exchange them, and every character is $+1$.

## Planar ammonia

The inversion of ammonia passes through a planar structure of symmetry $D_{3h}$. At the restricted Hartree–Fock (RHF) level with the 6-31G(d,p) basis, its N–H length is 0.9866 Å. Spherical d functions are used throughout; Cartesian ones shift the wavenumbers below by up to 2 cm$^{-1}$ for ammonia and 11 cm$^{-1}$ for water, and the lengths by less than 0.001 Å. The pyramidal minimum has N–H length 1.0008 Å, with nitrogen 0.3628 Å from the hydrogen plane. Their indices are one and zero.

The six vibrations of the planar structure have wavenumbers $-908.9$, 1713.6 (twice), 3842.2 and 4067.4 (twice) cm$^{-1}$. These digits belong to the chosen basis: with 6-311++G(d,p) and the geometries optimized again, the negative mode moves to $-859$ cm$^{-1}$, the others fall by up to 41 cm$^{-1}$, the N–H lengths change by up to 0.001 Å, and the pyramid height falls by 0.011 Å. Both degenerate pairs are stable, as the rule requires once the index is one. The computed characters of the negative mode are

$$\chi(C_3)=\chi(\sigma_v)=+1,\qquad \chi(C_2)=\chi(\sigma_h)=\chi(S_3)=-1. \tag{15}$$

These are the characters of $A_2''$. The reflection $\sigma_h$ in the molecular plane exchanges the two pyramids, while $C_3$ survives along the whole descent.

The form of this mode can be found by hand. Let $z_N,z_1,z_2,z_3$ be the out-of-plane displacements. Three combinations are rigid: one translation and two tilts. One combination is left unchanged by all three:

$$Q=z_N-\tfrac13(z_1+z_2+z_3). \tag{16}$$

A translation adds the same amount to both terms. In a tilt about an in-plane axis through nitrogen, $z_N=0$ and the three hydrogen displacements sum to zero. Since rigid motions cost no energy, the quadratic out-of-plane energy must be $\frac12kQ^2$. Reflection in the plane forbids quadratic coupling to in-plane displacements. In mass-weighted coordinates,

$$W_\perp=k\,ww^T,\qquad w=\left(\frac1{\sqrt{m_N}},-\frac1{3\sqrt{m_1}},-\frac1{3\sqrt{m_2}},-\frac1{3\sqrt{m_3}}\right)^T. \tag{17}$$

The nonzero eigenvalue is $k|w|^2$, with eigenvector $w$. Dividing its components by the square roots of the masses gives Cartesian displacements proportional to $1/m_N$ and $-1/(3m_i)$. For three hydrogens of mass 1.007825 u and nitrogen of mass 14.003074 u,

$$\frac{z_N}{z_H}=-\frac{3m_H}{m_N}=-\frac{3(1.007825)}{14.003074}=-0.2159, \tag{18}$$

in agreement with the computed vector. Symmetry and the masses fix the direction here; the electronic calculation supplies the sign and size of $k$.

## Changing one mass

Replace one hydrogen by deuterium, of mass 2.014102 u, keeping the planar geometry and the electronic surface fixed. The threefold rotation now permutes unequal masses, so (8) fails for it, although (7) still holds.

The index does not change. If $H$ is negative on a subspace of displacements $x$, then $W$ is negative on the subspace $M^{1/2}x$ of equal dimension, and conversely. The largest dimension of such a subspace is the number of negative eigenvalues: a larger one would meet the span of the nonnegative eigenvectors in a nonzero vector. This is Sylvester's law of inertia.

Equation (17) gives the new frequency from the old:

$$\frac{|\tilde\nu_D|}{|\tilde\nu_H|}=\sqrt{\frac{1/m_N+(1/m_D+2/m_H)/9}{1/m_N+1/(3m_H)}}=\sqrt{\frac{0.3471}{0.4022}}=0.929. \tag{19}$$

Multiplying 908.9 cm$^{-1}$ by this ratio gives 844 cm$^{-1}$, and the computed mode is at $-844.4$ cm$^{-1}$. The overlap of the normalized vector with its image under $C_3$ also follows from (17). The image has the unequal component on another hydrogen, so

$$v^TD(C_3)v=\frac{9/m_N+1/m_H+2/\sqrt{m_Dm_H}}{9/m_N+1/m_D+2/m_H}=0.973. \tag{20}$$

A magnitude below one shows that the vector no longer has a definite character under $C_3$. Its character under $\sigma_h$, which moves no nucleus to another site, is still $-1$. The rule holds for the smaller group that respects the masses.

## Linear water

Linear water, with both O–H lengths equal to 0.9202 Å at the same level of theory, is also a symmetric stationary point. Removing three translations and two rotations from nine coordinates leaves four vibrations. Their wavenumbers are $-1804.2$ (twice), 4351.2 and 4784.5 cm$^{-1}$.

With the 6-311++G(d,p) basis and the length optimized again, to 0.9235 Å, the pair moves to $-1720$ cm$^{-1}$ and the other two fall by 82 and 98 cm$^{-1}$, but the number of negative modes is the same.

The negative pair consists of bends in two perpendicular planes. A turn by $\theta$ about the molecular axis mixes the two as a plane rotation and has trace $2\cos\theta$ on the pair. For $72^\circ$ the computed trace is 0.618, as this formula gives. The index is two, so this is not a transition state.

A calculation confined to one plane would find one of the two bends and could suggest a saddle. The second bend opens a detour. Write the pair's energy as $V_0-\frac12|\kappa|(x^2+y^2)$ to quadratic order. The points $(\pm\epsilon,0)$ are joined by a semicircle of radius $\epsilon$, on which the energy stays at $V_0-\frac12|\kappa|\epsilon^2$. The path need not climb to $V_0$. For water the detour has a simple meaning: a bent molecule reaches its inverted image by rigid rotation, at no cost in energy.

## A saddle beside a Jahn–Teller apex

The failure of smoothness at the apex of (3) does not prevent the rule from working elsewhere on the same sheet. Expanding the root with $x=\rho\cos\varphi$, $y=\rho\sin\varphi$ gives

$$S^2\equiv a^2+b^2=F^2\rho^2+2FG\rho^3\cos3\varphi+G^2\rho^4, \tag{21}$$

because the cross term is $2FG(x^3-3xy^2)$ and $(x^2-y^2)^2+4x^2y^2=\rho^4$. At $\varphi=\pi$ and $\rho<F/G$, $S=F\rho-G\rho^2$. The radial condition is then

$$\frac{dV_-}{d\rho}=(K+2G)\rho-F=0,\qquad \rho_s=\frac F{K+2G}. \tag{22}$$

The radial curvature is $K+2G>0$. For the tangential one, $\partial_\varphi S=0$ at $\varphi=\pi$, so differentiating (21) twice gives $2S\,\partial_\varphi^2S=18FG\rho^3$. At a stationary point the Cartesian curvature along the tangent is $\rho^{-2}\partial_\varphi^2V_-$. Hence

$$V_{yy}=-\frac{9FG\rho_s}{S}=-\frac{9FG}{F-G\rho_s}=-\frac{9G(K+2G)}{K+G}. \tag{23}$$

With $G=1$ eV/Å$^2$ and the earlier $K$ and $F$, $\rho_s=1/12=0.0833$ Å. The curvatures are $12$ and $-9(12)/11=-9.82$ eV/Å$^2$, in agreement with finite differences of the lower eigenvalue. This is an index-one saddle in the two-coordinate model. The threefold symmetry is lost there, but the reflection $y\to-y$ remains, and the transition vector along $y$ has character $-1$. As $G\to0$ the negative curvature vanishes and the saddle merges into a circular trough.

## Size of the neglected effects

Ammonia is used as a nitrogen source in the deposition of nitride films. The temperature depends strongly on the process, and 600 K is taken here as an example from the cooler ones. The RHF/6-31G(d,p) inversion barrier is 0.238 eV (22.9 kJ/mol), against a thermal energy of 0.052 eV. The harmonic zero-point change, from all six modes at the minimum to the five stable modes at the saddle, is $-0.047$ eV. With the umbrella mode left out at the minimum as well, it is about $+0.02$ eV. The barrier inferred from spectra, roughly a quarter of an electronvolt, is an effective value for the umbrella motion that contains this positive term, so it is not directly comparable with the electronic barrier. At fixed geometries, the aug-cc-pVDZ basis gives 0.223 eV with RHF and 0.225 eV with second-order perturbation theory (MP2). The change of basis alone lowers the RHF barrier by 0.015 eV. With 6-311++G(d,p) and the geometries optimized again it is 0.201 eV, lower by 0.037 eV, so the second decimal of these barriers is not settled. Further correlation and geometry relaxation are left out.

Tunnelling can be judged from $u=hc|\tilde\nu|/(k_BT)$. The parabolic-barrier factor $(u/2)/\sin(u/2)$ diverges at $u=2\pi$, which here means 208 K (197 K with the 6-311++G(d,p) frequency). At 600 K, $u=2\pi(208.1/600)=2.18$, and the leading Wigner factor is $1+u^2/24=1.20$. Since $u$ is not small, the higher terms matter: the full parabolic factor is 1.23, so the 20% increase in rate is a rough and somewhat low estimate.

Configuration interaction with single excitations (CIS) puts the lowest excited state of planar ammonia, a triplet, 7.1 eV above the ground state, and that of linear water, also a triplet, 8.0 eV above; the lowest singlets lie at 8.3 and 9.1 eV. The diffuse functions of aug-cc-pVDZ lower the triplet gaps by about 1.2 and 0.3 eV and the singlet gaps by about 1.8 and 0.7 eV, so these values show only that the gaps are several electronvolts wide. The RHF solutions are also stable under real, spin-restricted orbital rotations. The lowest eigenvalue of the stability matrix, defined here as one quarter of the matrix of second derivatives of the energy with respect to the rotation angles, is 0.318 hartree for ammonia and 0.350 hartree for water. With aug-cc-pVDZ these become 0.25 and 0.32 hartree, still positive. These values support a smooth RHF surface at both points, though they do not prove isolation of the exact states. In a reactor, adsorption breaks the assumption of a free molecule. The rule then applies with the symmetry of molecule and surface together, and the shift in the barrier depends on the surface and is not estimated here. Further digits of the RHF/6-31G(d,p) results are in the numerical output.

## Numbers as computed

```
Level: RHF/6-31G(d,p); negative wavenumber = imaginary
Masses H, D, N, O: 1.007825, 2.014102, 14.003074, 15.994915 u
NH3 planar N-H length: 0.9866 angstrom
NH3 pyramid N-H length: 1.0008 angstrom
NH3 pyramid height: 0.3628 angstrom
NH3 planar largest gradient: 8.9e-15 hartree/bohr
NH3 index, planar and pyramid: 1, 0
NH3 planar modes: [-908.9 1713.6 1713.6 3842.2 4067.4 4067.4] cm^-1
NH3 relative symmetry commutator: 7.2e-09
Transition-vector character C3: +1.00000
Transition-vector character C2: -1.00000
Transition-vector character sigma_h: -1.00000
Transition-vector character S3: -1.00000
Transition-vector character sigma_v: +1.00000
N/H out-of-plane displacement ratio: -0.21592
Negative mode from energies: -908.9 cm^-1
NH2D planar index: 1
NH2D negative mode: -844.4 cm^-1
NH2D vector overlap after C3: 0.97280
NH2D character sigma_h: -1.00000
H2O linear O-H length: 0.9202 angstrom
H2O linear index: 2
H2O linear modes: [-1804.2 -1804.2  4351.2  4784.5] cm^-1
H2O pair trace, 72 degree turn: 0.61803
Random C3 Hessians, lowest simple: 167
Random C3 Hessians, lowest paired: 133
Jahn-Teller K, F, G: 10.0 eV/A^2, 1.0 eV/A, 1.0 eV/A^2
Apex second difference, h=0.01 A: -190.0 eV/A^2
Apex second difference, h=0.001 A: -1990.0 eV/A^2
Jahn-Teller saddle radius: 0.08333 angstrom
Jahn-Teller saddle curvatures: [-9.818 12.   ] eV/A^2
NH3 barrier: 0.2377 eV = 22.93 kJ/mol
NH3 harmonic zero-point change: -0.0467 eV
Barrier RHF/aug-cc-pVDZ: 0.2225 eV
Barrier MP2/aug-cc-pVDZ: 0.2250 eV
NH3 planar CIS singlet gap: 8.30 eV
NH3 planar CIS triplet gap: 7.13 eV
NH3 lowest orbital curvature: 0.3184 hartree
H2O linear CIS singlet gap: 9.14 eV
H2O linear CIS triplet gap: 7.99 eV
H2O lowest orbital curvature: 0.3502 hartree
Temperature of use (rough): 600 K
Thermal energy at that temperature: 0.0517 eV
NH3 tunnelling crossover temperature: 208.1 K
NH3 Wigner tunnelling factor: 1.198
```
